# Stable Schur-complement solution of crossbars with resistive wires

## The question

A memory cell is read by applying a small voltage to its row wire and collecting the current from its column wire. In a passive crossbar the other wires may be left floating. Current then also leaks through unselected cells, and every wire segment drops some voltage. A segment may have a resistance of a few ohms while a cell has $10^5\,\Omega$, or far more with a selector in series. Kirchhoff's laws give a sparse linear system, but its matrix entries add conductances of very different sizes. Which digits of the read current survive, and how should the equations be arranged to keep them?

Take $m$ rows and $n$ columns, with $N=\max(m,n)\ge3$. Crossing $(i,j)$ has a row node at potential $u_{ij}$ and a column node at $v_{ij}$, joined by an ohmic cell of conductance $G_{ij}>0$. Neighbouring nodes on a wire are joined by conductance $g$. Row $a$ is connected at its first node, through one more segment $g$, to a source at $V$; column $b$ is connected in the same way to a sense terminal at zero. All other lines float. The problem is static, and $G_{\max}$ is the largest cell conductance.

## Nodal equations

Collect all node potentials in $\phi=(u,v)$. Setting the total current leaving each node to zero gives
$$K\phi=s,\qquad K=W+C,\qquad C=E^TDE .$$
Here $W$ contains the wire segments and the two end segments, $E\phi$ lists the cell voltages $u_{ij}-v_{ij}$, and $D$ is the diagonal matrix of the $G_{ij}$. The only nonzero entry of $s$ is $gV$, at the first node of row $a$. The dissipated power is a sum of squares, so $K$ is symmetric and positive semidefinite. It is positive definite because cells connect every floating line to a held one.

The condition number $\kappa$ is the ratio of largest to smallest eigenvalue. Consider first a crossbar in which every line is held at its first node. On a line of $L$ nodes, try $x_j=\sin j\theta$. The held end requires $x_0=0$, which holds. The free end requires $x_{L+1}=x_L$, or
$$\sin[(L+1)\theta]-\sin(L\theta)=2\cos[(L+\tfrac12)\theta]\sin(\theta/2)=0 .$$
Thus $\theta=(2k-1)\pi/(2L+1)$ with $k=1,\dots,L$, and the eigenvalues are
$$g(2-2\cos\theta)=4g\sin^2\frac{(2k-1)\pi}{4L+2}.$$
The smallest over all lines is $4g\sigma$, with $\sigma=\sin^2[\pi/(4N+2)]$, and none exceeds $4g$. Each cell contributes to $C$ a block $G_{ij}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}$ with eigenvalues $0$ and $2G_{ij}$. Adding the positive semidefinite $C$ cannot lower the smallest eigenvalue of $W$, so
$$\kappa(K)\le\frac{4g+2G_{\max}}{4g\sigma}\qquad\text{(all lines held)}. \tag{1}$$
This stays finite as the cells become insulating. Resistance disparity of this kind alone therefore does not ruin the matrix. For a $12\times12$ array with $G_{\max}/g=10^{-8}$, numerical diagonalization gives $\kappa=249.7$, against a bound of 253.6.

## What a floating line does

A uniform shift of a floating line drives no wire current; only its cells oppose the shift. Let the columns of $P$ be the indicator vectors of the floating lines: one on the nodes of a line, zero elsewhere. Then $WP=0$. Define
$$H=P^TCP .$$
This is the conductance matrix of the array with ideal wires. Its diagonal entries are the cell sums along each floating line, and an off-diagonal entry is $-G_{ij}$ when row $i$ and column $j$ both float.

Restrict attention to a square array. For $\phi=Pc$ we have $\phi^TK\phi=c^THc$ and $|\phi|^2=N|c|^2$. Choosing $c$ as the lowest eigenvector of $H$ gives $\lambda_{\min}(K)\le\lambda_{\min}(H)/N$. An interior node has a diagonal entry $2g+G_{ij}$, so $\lambda_{\max}(K)\ge2g$. Hence
$$\kappa(K)\ge\frac{2gN}{\lambda_{\min}(H)}. \tag{2}$$
If all cell conductances are multiplied by a common factor, this bound is divided by it, so it grows without limit as the cells become insulating.

Scaling $K$ to unit diagonal does not help. Let $\Delta$ be the diagonal part of $K$ and take $y=\Delta^{1/2}Pc$. The scaled quadratic form is still $c^THc$, while $|y|^2\ge gN|c|^2$, because every diagonal entry is at least $g$. The mean eigenvalue of the scaled matrix is one, so its largest is at least one. Its condition number is therefore at least $gN/\lambda_{\min}(H)$.

The loss begins before any elimination. Let $\epsilon\approx1.1\times10^{-16}$ be the unit roundoff of double precision. Storing $2g+G$ makes an error of up to about $2\epsilon g$, which is $2\epsilon g/G$ relative to the cell. It acts as a false leak from the node to ground. At $G/g=10^{-12}$ the false leak can reach $2\times10^{-4}$ of the cell conductance, and a solver that takes the rounded diagonal as given cannot remove it. The off-diagonal entries still hold each $G_{ij}$ accurately, so the loss can be avoided by rearranging the equations.

## Separating line potentials from wire drops

Choose the first node of each floating line as its reference and write
$$\phi=\phi_0+Pc+Qw. \tag{3}$$
The vector $\phi_0$ equals $V$ along row $a$ and zero elsewhere. The vector $c$ holds the reference potentials. The columns of $Q$ are unit vectors for all nodes that are not references, so $w$ holds the deviations caused by wire drops. The number of unknowns is unchanged.

The potential $\phi_0$ is constant along each wire. Its only contribution to $W\phi_0$ comes from the end segment of row $a$ and equals $gV$; thus $W\phi_0=s$. Substitution of (3) into $K\phi=s$ cancels this large term analytically:
$$C\phi_0+CPc+KQw=0 .$$
Here $KP=CP$ was used. Multiply by $P^T$, noting $P^TW=0$, and then by $Q^T$. With $R=Q^TCP$ and $K_{ww}=Q^TKQ$,
$$Hc+R^Tw=-P^TC\phi_0,\qquad Rc+K_{ww}w=-Q^TC\phi_0 .$$
The second equation gives $w=-K_{ww}^{-1}(Q^TC\phi_0+Rc)$. Inserting it in the first,
$$Sc=-P^TC\phi_0+R^TK_{ww}^{-1}Q^TC\phi_0,\qquad S=H-R^TK_{ww}^{-1}R. \tag{4}$$

The matrix $K_{ww}$ is $K$ with the reference rows and columns deleted. Deleting a reference node has the same effect on the rest of its line as holding that node at a fixed potential. Every line is now held, with at most $N$ nodes, so bound (1) applies to $K_{ww}$.

In exact arithmetic, $S$ is the ordinary Schur complement of $K$ on the reference nodes. To see this, minimize $\phi^TK\phi$ with the reference potentials fixed at $c$. Ordinary elimination minimizes over the remaining potentials; (4) minimizes over $w$. These differ by a shift, $\phi_k=(Pc)_k+w_k$, and so range over the same set. The minima agree for every $c$, and so do the two symmetric matrices. The arithmetic differs: the ordinary form starts from entries of size $g$ and subtracts to leave entries of size $G$, whereas (4) starts from cell sums.

## Error bounds for the reduced system

Let $A=Q^TWQ$, $Y=D^{1/2}EQ$ and $h=D^{1/2}EPc$. Then $c^THc=|h|^2$, $Rc=Y^Th$ and $K_{ww}=A+Y^TY$. The eliminated part is
$$c^T(H-S)c=h^TY(A+Y^TY)^{-1}Y^Th .$$
Put $Z=YA^{-1/2}$. The matrix between $h^T$ and $h$ becomes $Z(1+Z^TZ)^{-1}Z^T$, whose eigenvalues are $\mu/(1+\mu)$, where $\mu$ are those of $ZZ^T$. Since $\|Y\|^2\le2G_{\max}$ and $\lambda_{\min}(A)\ge4g\sigma$,
$$\mu\le\eta=\frac{G_{\max}}{2g\sigma}.$$
The function $\mu/(1+\mu)$ increases with $\mu$, so the eliminated part lies between zero and $\eta/(1+\eta)$ times $c^THc$. Therefore
$$\frac{H}{1+\eta}\le S\le H,\qquad \kappa(S)\le(1+\eta)\kappa(H), \tag{5}$$
where the matrix inequalities compare quadratic forms. For large $N$, $\sigma\approx(\pi/4N)^2$ and $\eta\approx8N^2G_{\max}/(\pi^2g)$. The parameter compares wire resistance with cell resistance, including the growth with line length.

A solve with $K_{ww}$ has a relative error of at most order $\epsilon\kappa(K_{ww})$, apart from a factor that depends on the factorization. Since $\|R\|^2\le2G_{\max}\|H\|$, the resulting error in $R^TK_{ww}^{-1}R$ is at most of order $\epsilon\kappa(K_{ww})\,\eta\|H\|$. Relative to $\|S\|\ge\|H\|/(1+\eta)$, it is at most of order $\epsilon\kappa(K_{ww})\,\eta(1+\eta)$. This bound vanishes as $G/g\to0$, even though the cells may then disappear in the rounded diagonal of $K_{ww}$. They remain in $H$, $R$ and the right-hand side.

Two dangers remain. First, cells may differ greatly among themselves. In a square array, let each floating line meet its held partner through a cell of conductance $\gamma$, and let all cells between floating lines have conductance $G$. A common shift of all floating lines gives $\lambda_{\min}(H)\le\gamma$, while a diagonal entry gives $\lambda_{\max}(H)\ge(N-1)G$. Hence $\kappa(H)\ge(N-1)G/\gamma$, whatever the wires do. Second, a cell may conduct far better than a segment. Opposite shifts of its two nodes, if neither is a reference, give $\lambda_{\max}(K_{ww})\ge2G$, and (1) no longer guarantees good conditioning. With one such cell at $G/g=10^6$ in the $12\times12$ array, $\kappa(K_{ww})=1.27\times10^8$.

## The algorithm

1. Form $H$, $R$ and $C\phi_0$ from the cells alone. Do not obtain $H$ by subtracting wire terms from $K$.
2. Factor the sparse matrix $K_{ww}$ with a fill-reducing ordering. It is positive definite, so diagonal pivots suffice.
3. Solve for the columns of $R$ and for $Q^TC\phi_0$, form $S$, and solve (4) for $c$. Then recover $w$.
4. Evaluate cell voltages $e=E\phi_0+EPc+EQw$ and the sensed current
$$I=\sum_iG_{ib}e_{ib}. \tag{6}$$

Keeping $w$ separate also preserves the source current: it is $-gw_{a1}$, whereas computing $g(V-u_{a1})$ from a rounded $u_{a1}$ subtracts nearly equal potentials.

A $5\times4$ array shows the effect. Its cells are drawn at random over two decades and then scaled together; the selected cell is farthest from both terminals. The table gives errors in $I$ relative to a separate nodal solution in 60-digit arithmetic. "Direct" means a double-precision solution of $K\phi=s$.

| $G_{\max}/g$ | Direct | Separated |
|---|---:|---:|
| $10^{-1}$ | $5.9\times10^{-15}$ | $5.8\times10^{-16}$ |
| $10^{-4}$ | $3.0\times10^{-12}$ | $3.1\times10^{-16}$ |
| $10^{-8}$ | $7.5\times10^{-8}$ | $1.2\times10^{-16}$ |
| $10^{-12}$ | $2.3\times10^{-3}$ | $3.3\times10^{-16}$ |

At $10^{-20}$ the separated solution still has an error of $8.3\times10^{-16}$. When the selected cell is instead a short with $G/g=10^6$, and the others have $G_{\max}/g=10^{-4}$, its error rises to $1.1\times10^{-9}$. Two losses of order $\epsilon G/g$ can then appear. Adding wire terms to the large cell conductance, when $K_{ww}$ is formed or during its elimination, can round away their digits. Formula (6) also multiplies a large conductance by a small difference of potentials.

For the $12\times12$ array, cells take two values in the ratio 100, with one row and one column held. The last column is the norm difference between the ordinary Schur complement and (4), relative to $S$.

| $G_{\max}/g$ | $\kappa(K)$ | $\kappa(K_{ww})$ | $\kappa(S)$ | Difference |
|---|---:|---:|---:|---:|
| $10^{-2}$ | $1.40\times10^4$ | 224 | 27.6 | $1.1\times10^{-14}$ |
| $10^{-5}$ | $1.13\times10^7$ | 250 | 29.2 | $1.3\times10^{-11}$ |
| $10^{-8}$ | $1.13\times10^{10}$ | 250 | 29.3 | $9.3\times10^{-9}$ |

In the last case, scaling $K$ to unit diagonal leaves $\kappa=1.05\times10^{10}$.

## A 64 by 64 memory array

Consider lines 20 nm wide and 40 nm high at 40 nm pitch, with resistivity $8\,\mu\Omega\,\mathrm{cm}$. One segment has resistance
$$\frac{(8\times10^{-8}\,\Omega\,\mathrm m)(40\times10^{-9}\,\mathrm m)}{(20\times10^{-9}\,\mathrm m)(40\times10^{-9}\,\mathrm m)}=4.00\,\Omega .$$
Cells have 100 kΩ or 10 MΩ in a random pattern, 2086 of the 4096 being in the low state. The far corner cell is read at 0.2 V.

Here $G_{\max}/g=4.00\times10^{-5}$ and $\eta=0.135$. Bound (2) gives $\kappa(K)\ge5.7\times10^6$, while (1) gives $\kappa(K_{ww})\le6745$. Diagonalization gives $\kappa(H)=119.7$ and $\kappa(S)=117.2$. The 8192 potentials reduce to 126 line potentials, and the lower triangular factor of $K_{ww}$ has 157,467 entries. Direct and separated currents differ by only $5.4\times10^{-10}$ relative, so the direct method is adequate for this array. The separation becomes useful at much smaller $G/g$.

| Selected cell | Ideal wires | Resistive wires |
|---|---:|---:|
| Low resistance | 36.64 µA | 35.38 µA |
| High resistance | 34.66 µA | 33.58 µA |
| Difference | 1.98 µA | 1.80 µA |

The selected cell alone would carry 2.00 or 0.02 µA, so most of the current is leakage. Its scale follows from a uniform array with ideal wires. By symmetry the floating rows share one potential, as do the floating columns. The leakage path is then $(N-1)G$, $(N-1)^2G$ and $(N-1)G$ in series, with conductance $(N-1)^2G/(2N-1)$. Adding the selected cell gives
$$G_{\mathrm{port}}=G\left[1+\frac{(N-1)^2}{2N-1}\right]=G\frac{N^2}{2N-1},$$
or $32.25\,G$ for $N=64$. With $G$ set to the mean cell conductance of the array, $5.14\times10^{-6}$ S, this gives 33.2 µA at 0.2 V, 4% and 9% below the two ideal-wire currents in the table, a difference of the size of the pattern-to-pattern spread estimated below.

The wire effect on the read margin follows from a sensitivity. With terminals fixed at $V$ and zero, the dissipated power is $VI$ and is stationary with respect to the internal potentials. Changing one cell therefore changes it only through the explicit term $G_{ij}e_{ij}^2$:
$$\frac{\partial I}{\partial G_{ij}}=\frac{e_{ij}^2}{V}. \tag{7}$$
In the low state the selected cell receives 190.1 mV. The two states differ by $9.9\times10^{-6}$ S, so (7) gives $9.9\times10^{-6}(0.1901)^2/0.2=1.79\times10^{-6}$ A. The full difference is slightly larger because the cell voltage rises as its conductance falls.

## Reading the result beside a real device

The parameters are rough values for a passive filamentary metal-oxide memory. The model assumes a driver and a sense circuit without resistance. Adding 1 kΩ at each end, with all else fixed, lowers the two currents to 26.1 and 25.1 µA and the margin from 1.80 to 0.99 µA. Real cells also conduct nonlinearly. Replacing each cell current by $GV_0\sinh(e/V_0)$, with $V_0=0.3$ V, and iterating the network to self-consistency gives a margin of 1.91 µA. A series selector would change the leakage much more and is outside this model.

An added end resistance also affects the conditioning. If the end conductance $g_e$ is below $g$, bounds (1) and (5) no longer apply as written: a uniform shift of a held line of $N$ nodes gives $\lambda_{\min}(A)\le g_e/N$. For $g_e\ll g/N$, that line's potential should join $c$, with $g_e$ added to its diagonal entry of $H$. If $g_e$ is also far below the cell sum in that entry, digits are again lost, as with the small conductance $\gamma$ above.

Independent 10% rms fluctuations of all cells give, from (7),
$$\delta I=0.10\left[\sum_{ij}\left(G_{ij}e_{ij}^2/V\right)^2\right]^{1/2}=0.42\,\mu\mathrm A$$
in the low state, nearly a quarter of the margin. Equilibrium thermal noise, $(4k_BTG_{\mathrm{port}}B)^{1/2}$ with $G_{\mathrm{port}}=I/V$, is only 0.017 µA at temperature $T=300$ K and bandwidth $B=100$ MHz. Shot noise, which is not included, can be of similar size at this bias.

The current density at the line end is $35.4\,\mu\mathrm A/(8\times10^{-12}\,\mathrm{cm}^2)=4.4\,\mathrm{MA/cm^2}$. In a long line such a density would make electromigration a concern under sustained current. This line is only 2.56 µm long, so the product of current density and length is at most $1.1\times10^3$ A/cm. Below a critical product, typically a few thousand A/cm for copper interconnects, mechanical back stress can halt the drift, so the risk depends on the metal and its interfaces. With an assumed thermal resistance of $10^6$ K/W, the selected cell warms by about 0.4 K, and the average field across a 5 nm oxide is at most 0.40 MV/cm. In the high state the voltage may fall across a shorter gap in the filament, where the field is higher.

The margin above compares two states of one cell with all other data fixed. Unknown data matter more. Nearly all the resistance of the leakage path lies in two groups in series, the 63 unselected cells of the selected row and the 63 of the selected column. If each cell is in either state with equal probability, the total conductance of a group has a relative spread of about $1/\sqrt{63}=0.13$. Two similar groups in series then give a spread of about $0.13/\sqrt2=0.09$ in the leakage, or 3 µA. This exceeds the margin, so a single current threshold cannot reliably identify the state of the cell. In this example, unknown data, terminal resistance and cell fluctuations all limit the read far more than rounding does.
